# Root-three coupling of three methyl donors to boron in trimethylborane

Suppose that each methyl group of trimethylborane has a filled orbital able to donate into the empty boron p orbital, with coupling $h$. Adding the three couplings suggests a total of $3h$. At weak coupling a level shift goes as the square of the coupling, so this makes the shift of the boron level nine times that of one methyl. Treating the methyls as three separate donors avoids the ninefold error but makes another: it lowers three filled levels by equal amounts. In the symmetric molecule the boron p orbital lowers one filled combination and leaves the other two untouched. The coupling of that one combination is $\sqrt3\,h$.

## Setting and assumptions

Place boron at the origin and the three carbons in the plane $z=0$, at 120° to one another. Each methyl has one hydrogen in this plane and one on each side of it, and the in-plane hydrogens all point in the same rotational sense. The nuclear frame is then unchanged by the rotation $R$ through 120° about $z$ and by the reflection $z\to-z$.

The electrons are described by a closed-shell mean field with a real one-electron operator $F$, the Fock operator. The density is assumed to have the symmetry of the nuclei, so $F$ commutes with $R$ and with the reflection. Orbitals even in $z$ then do not mix with orbitals odd in $z$.

The orbital $p$ is boron $2p_z$. It is odd in $z$, and since it lies along the rotation axis, $Rp=p$. On each methyl the odd functions in a minimal basis are carbon $2p_z$ and the difference $(H_{\rm up}-H_{\rm down})/\sqrt2$. They form a bonding and an antibonding mixture. The bonding one is filled and is the donor $\varphi_i$, with $i=1,2,3$. It describes C–H bonds, yet it has pi symmetry with respect to the BC$_3$ plane. The four-orbital model keeps $p$ and the three $\varphi_i$; the antibonding mixtures are restored later.

The phases are chosen so that carbon $2p_z$ enters each $\varphi_i$ with a positive coefficient. Then

$$R\varphi_1=\varphi_2,\qquad R\varphi_2=\varphi_3,\qquad R\varphi_3=\varphi_1 .$$

**Lemma 1 (overlap can be removed without losing the symmetry).** Symmetrically orthogonalized orbitals transform under $R$ as the original atomic orbitals do.

*Proof.* Write the atomic orbitals as a row $\chi$ with overlap matrix $S$. The rotation acts as $R\chi=\chi D$, where $D$ is a real orthogonal matrix that permutes atoms and turns their p orbitals. Rotation preserves overlaps, so $D^{T}SD=S$. Multiplying from the left by $D$ gives $SD=DS$. A matrix that commutes with $S$ commutes with any function of $S$, including $S^{-1/2}$. The new orbitals are $\chi'=\chi S^{-1/2}$, and

$$R\chi'=\chi DS^{-1/2}=\chi S^{-1/2}D=\chi'D .\qquad\blacksquare$$

The reflection is treated in the same way. From here on, $p$ and the $\varphi_i$ are built from these orthonormal orbitals.

**Lemma 2 (equal matrix elements).** The three donors have one common energy $\varepsilon_d$, one common coupling $h$ to $p$, and one common mutual coupling $t$.

*Proof.* A rotation preserves inner products and commutes with $F$. Hence

$$\langle p|F|\varphi_1\rangle=\langle Rp|F|R\varphi_1\rangle=\langle p|F|\varphi_2\rangle .$$

A second rotation gives $\langle p|F|\varphi_3\rangle$, so all three equal $h$. The same argument makes the three energies $\langle\varphi_i|F|\varphi_i\rangle$ equal. It also gives $\langle\varphi_1|F|\varphi_2\rangle=\langle\varphi_2|F|\varphi_3\rangle=\langle\varphi_3|F|\varphi_1\rangle=t$. The orbitals are real, so the order of the two indices does not matter. $\blacksquare$

With $\varepsilon_p=\langle p|F|p\rangle$, the matrix of $F$ in the order $p,\varphi_1,\varphi_2,\varphi_3$ is

$$\mathbf F=\begin{pmatrix}\varepsilon_p&h&h&h\\ h&\varepsilon_d&t&t\\ h&t&\varepsilon_d&t\\ h&t&t&\varepsilon_d\end{pmatrix}.$$

## The theorem

**Theorem.** Under these assumptions, with $h\neq0$:

(a) The boron orbital couples to the donors through the single combination $\varphi_A=(\varphi_1+\varphi_2+\varphi_3)/\sqrt3$, and

$$\langle p|F|\varphi_A\rangle=\sqrt3\,h .$$

(b) The two donor combinations orthogonal to $\varphi_A$ are eigenstates of the model at energy $\varepsilon_d-t$.

(c) The other two levels are

$$\varepsilon_\pm=\frac{\varepsilon_p+\varepsilon_d+2t}{2}\pm\sqrt{\frac{\Delta^2}{4}+3h^2},\qquad \Delta=\varepsilon_p-\varepsilon_d-2t .$$

*Proof of (a).* Take any normalized donor combination $\varphi=\sum_ic_i\varphi_i$, with $\sum_i|c_i|^2=1$. By Lemma 2,

$$\langle p|F|\varphi\rangle=h(c_1+c_2+c_3).$$

The coupling vanishes when $c_1+c_2+c_3=0$. This is one linear condition on three coefficients, so it leaves a two-dimensional space of uncoupled combinations. The direction orthogonal to that space is $(1,1,1)$, which after normalization is $\varphi_A$. Its coefficients are all $1/\sqrt3$, so its coupling is $3h/\sqrt3=\sqrt3\,h$.

*Proof of (b).* Let $\mathbf F$ act on a combination with $\sum_jc_j=0$. The $p$ component of the result is $h\sum_jc_j=0$. The component on donor $i$ is

$$\varepsilon_dc_i+t\sum_{j\ne i}c_j=\varepsilon_dc_i+t\Big(\sum_jc_j-c_i\Big)=(\varepsilon_d-t)c_i .$$

The combination is therefore an eigenvector with eigenvalue $\varepsilon_d-t$.

*Proof of (c).* For $\varphi_A$ all $c_i$ are equal, and the same donor expression gives $\varepsilon_dc_i+2tc_i$. The donor energy of $\varphi_A$ is thus $\varepsilon_d+2t$. What remains is the two-level matrix

$$\begin{pmatrix}\varepsilon_p&\sqrt3h\\ \sqrt3h&\varepsilon_d+2t\end{pmatrix}.$$

Its eigenvalues are the mean of the diagonal elements plus or minus the square root of the squared half-difference plus the squared coupling. That is the stated formula. $\blacksquare$

**Remark (phases and the factor three).** If the sign of $\varphi_3$ is reversed, its coupling becomes $-h$ and the coupled combination is written $(\varphi_1+\varphi_2-\varphi_3)/\sqrt3$. This is the same physical orbital. The naive total $3h$ comes from using the unnormalized sum $\varphi_1+\varphi_2+\varphi_3$, whose norm is $\sqrt3$; dividing by the norm turns $3h$ into $\sqrt3h$.

## Shift and charge transfer

Take $\Delta>0$, as for an empty level above the filled donors. Let $\delta$ be the rise of the boron level:

$$\delta=\varepsilon_+-\varepsilon_p=\sqrt{\frac{\Delta^2}{4}+3h^2}-\frac{\Delta}{2}.$$

The two eigenvalues add up to the sum of the diagonal elements, so the symmetric donor level falls by the same $\delta$. Moving $\Delta/2$ to the left and squaring gives $\delta^2+\Delta\delta=3h^2$, or

$$\delta=\frac{3h^2}{\Delta+\delta}.$$

This form shows both limits.

*Weak coupling.* If $|h|\ll\Delta$, then $\delta$ in the denominator can be dropped and $\delta\approx3h^2/\Delta$. At a fixed gap this is three times the one-methyl shift. The estimate exceeds the two-level result by the fraction $\delta/\Delta$ of that result.

*Small gap.* If $\Delta\to0$, then $\delta\to\sqrt3|h|$. The shift is now proportional to the coupling. If the gap vanishes for one methyl as well as for three, three methyls give $\sqrt3$ times the one-methyl shift instead of three times.

**Corollary (boron population).** When the lower symmetric level holds two electrons and the upper one is empty, the population of $p$ is

$$n_p=1-\frac{\Delta}{\sqrt{\Delta^2+12h^2}} .$$

*Proof.* Write the lower state as $c_pp+c_A\varphi_A$. The first row of the eigenvalue equation gives

$$\varepsilon_pc_p+\sqrt3h\,c_A=\varepsilon_-c_p\ \Rightarrow\ (\varepsilon_p-\varepsilon_-)c_p=-\sqrt3h\,c_A .$$

Since $\varepsilon_p-\varepsilon_-=\Delta+\delta$, squaring gives $c_p^2/c_A^2=3h^2/(\Delta+\delta)^2$. Insert $3h^2=\delta(\Delta+\delta)$ to obtain $c_p^2/c_A^2=\delta/(\Delta+\delta)$. With $c_p^2+c_A^2=1$ this means $c_p^2=\delta/(\Delta+2\delta)$. Two electrons give

$$n_p=\frac{2\delta}{\Delta+2\delta}=1-\frac{\Delta}{\Delta+2\delta},$$

and the definition of $\delta$ gives $\Delta+2\delta=\sqrt{\Delta^2+12h^2}$. $\blacksquare$

For negative $h$ the coefficients $c_p$ and $c_A$ have the same sign, so the filled orbital is bonding between boron and the methyls. For $\Delta\to0$ the population tends to one electron, an equal sharing of the pair.

**Remark (one, two or three donors).** Keep $n$ of the donors and hold $\varepsilon_p,\varepsilon_d,h,t$ fixed. The same steps give a coupling $\sqrt n\,h$ and a gap $\Delta_n=\varepsilon_p-\varepsilon_d-(n-1)t$, so that

$$\delta_n=\frac{nh^2}{\Delta_n+\delta_n}.$$

## Worked example

The matrix elements were computed for trimethylborane by restricted Hartree–Fock in the STO-3G basis. The geometry was fixed, not optimized: B–C 1.58 Å, C–H 1.09 Å and tetrahedral B–C–H angles. The raw overlap of boron and carbon $2p_z$ is 0.18, which is why Lemma 1 is needed. The results are

$$\varepsilon_p=7.249,\quad \varepsilon_d=-13.518,\quad t=0.166,\quad h=-3.186\ \text{eV}.$$

The three couplings agree to all printed digits. Diagonalizing the donor block numerically, without assuming the form of $\varphi_A$, gives one state with coupling 5.519 eV and two whose couplings are zero to rounding. The ratio is $5.519/3.186=1.732$.

The gap is

$$\Delta=7.249+13.518-2(0.166)=20.435\ \text{eV}.$$

With $3h^2=30.46\ \text{eV}^2$, the shift is

$$\delta=\sqrt{(10.218)^2+30.46}-10.218=1.395\ \text{eV}.$$

The weak-coupling estimate is $30.46/20.435=1.49$ eV, which is 7% above the two-level result, in agreement with $\delta/\Delta=0.068$. Using $3h$ as the coupling would have given $\sqrt{(10.218)^2+91.37}-10.218=3.77$ eV, which is 2.7 times the correct two-level result.

The filled symmetric level moves from $-13.186$ to $-14.581$ eV, while the uncoupled pair stays at $-13.684$ eV. The boron population is $2(1.395)/(20.435+2.790)=0.120$ electrons, or 0.040 from each methyl.

For one, two and three donors the model rises are 0.478, 0.943 and 1.395 eV. The ratio of the last to the first is 2.92. It differs from three for two opposing reasons, which the formula for $\delta_n$ separates:

$$\frac{\delta_3}{\delta_1}=3\,\frac{\Delta_1+\delta_1}{\Delta_3+\delta_3}=3\,\frac{20.767+0.478}{20.435+1.395}=2.92 .$$

Positive $t$ makes $\Delta_3$ smaller than $\Delta_1$ and would by itself raise the ratio to 3.05. The larger $\delta_3$ in the denominator more than cancels this.

## What the four-orbital model leaves out

**Proposition (antibonding orbitals obey the same rule).** Any pi orbital $\psi$ with $\psi+R\psi+R^2\psi=0$ has no coupling to $p$.

*Proof.* Since $Rp=p$ and $F$ commutes with $R$, the three elements $\langle p|F|\psi\rangle$, $\langle p|F|R\psi\rangle$ and $\langle p|F|R^2\psi\rangle$ are equal. Their sum is $\langle p|F|(\psi+R\psi+R^2\psi)\rangle=0$, so each is zero. $\blacksquare$

The antibonding C–H orbitals therefore add one symmetric partner to the two-level problem. It hardly changes how far boron $p$ lowers the filled level. With the antibonding orbitals present and $F$ held fixed, adding boron $p$ lowers the filled symmetric level by 1.408 eV, against 1.395 eV in the model, and the boron population is 0.123 instead of 0.120 electrons. The filled pi levels of the full calculation lie at $-14.596$ and $-13.686$ eV, close to the model values. Both drops refer to the fixed operator $F$ of the complete molecule, which already contains the donated charge. If $p$ is deleted and the field is made self-consistent again, the drop is 1.01 eV, or 1.14 eV measured against the uncoupled pair.

The empty level is another matter. The model puts it at 8.644 eV, but the lowest empty orbital of the full calculation lies at 7.526 eV, 1.12 eV lower. The direction follows from the variational principle: enlarging the symmetric space by one orbital cannot raise its second-lowest level. That level is empty, so the lowest empty orbital cannot lie above 8.644 eV. The orbital at 7.526 eV has weight 0.86 on boron $p$, so it is the boron-centred one, and the net rise above $\varepsilon_p$ is 0.28 eV, not 1.40 eV. At fixed $F$, the model is thus good for the filled levels and the donated charge, and poor for the position of the empty level.

**Remark (the single-methyl coupling in another molecule).** The theorem compares $\varphi_A$ with one methyl of the same molecule. In methylborane, CH$_3$BH$_2$, computed by the same method with the same B–C and C–H lengths, the coupling is $-3.214$ eV. The symmetric coupling of trimethylborane is 1.717 times this, 0.9% below $\sqrt3$. Symmetry does not require the two molecules to share one $h$; here they nearly do. In the 6-31G* basis, projected onto a minimal orthogonal set, the ratio is 1.704, 1.6% below $\sqrt3$.

## Unequal and turning methyls

If the couplings are $h_1,h_2,h_3$, then $\langle p|F|\varphi\rangle=\sum_ih_ic_i$. By the Cauchy–Schwarz inequality its largest magnitude for a normalized $\varphi$ is

$$H=\sqrt{h_1^2+h_2^2+h_3^2},$$

reached for $c_i=h_i/H$. There is still one coupled combination, and $H=\sqrt3|h|$ when the couplings are equal. In general, however, it is no longer an eigenstate of the donor block. The two combinations orthogonal to it can then reach boron indirectly, and the two-level formula fails.

Turning one methyl about its B–C bond breaks the threefold symmetry, unless the angle is a multiple of 120°. It also breaks the reflection symmetry, unless the angle is a multiple of 60°. Yet it changes the coupling little. To see why, let $\tau_k$ be the angle of hydrogen $k$ about the bond, measured from the BC$_3$ plane, with the three angles 120° apart. Suppose that the surroundings of the bond are axially symmetric. The filled C–H orbitals then include a degenerate pair, whose member along $z$ is

$$a\,C_{2p_z}+b\sqrt{\tfrac23}\sum_k\sin\tau_k\,H_k ,$$

with $a$ and $b$ independent of the turning angle. Under the same assumption $p$ couples to $H_k$ as $q\sin\tau_k$. The hydrogen part of the coupling is $bq\sqrt{2/3}\sum_k\sin^2\tau_k$. Because $\sum_k\cos2\tau_k=0$ for angles 120° apart, $\sum_k\sin^2\tau_k=3/2$ at every angle. The other member of the pair has $\cos\tau_k$ in place of $\sin\tau_k$ and carbon $2p$ in the plane; its coupling contains $\sum_k\sin\tau_k\cos\tau_k=\tfrac12\sum_k\sin2\tau_k=0$.

The real surroundings are not quite axial, so the argument is approximate. One methyl was turned by 30°, 60° and 90° with all other atoms fixed, and all filled C–H orbitals were kept. The total coupling, meaning the square root of the sum of the squared couplings to all these orbitals, became 5.516, 5.514 and 5.516 eV, within 0.1% of the reference 5.519 eV.

## Relation to the precursor

Trimethylborane serves as a boron source in vapour deposition. The bond lengths used here are round values of ordinary size, and 1000 K is taken as a rough process temperature. At that temperature $kT$ is 86 meV, whereas turning one methyl by 60° with all other atoms fixed costs 21 meV in STO-3G and 27.5 meV in 6-31G*. The assumption of fixed, equivalent methyls is therefore broken in the hot gas, but for the single-methyl turns examined it moves the total coupling by less than 0.1%, and turning all three methyls by 30° moves it by 0.15%. Bending, stretching and adsorption on a surface were not examined.

The choice of electronic-structure method matters far more. With the PBE0 functional, the same basis and the same geometry, the single coupling is $-2.22$ eV and the gap 11.8 eV. These are 30% and 42% smaller in magnitude than the Hartree–Fock values. The model shift becomes 1.14 eV, 18% smaller. The factor $\sqrt3$ survives because it rests on symmetry, while $h$, $\Delta$ and $\delta$ depend on the method. The small basis is a further limitation, and the values are not converged to the digits shown. Hartree–Fock in the 6-31G* basis, projected onto a minimal orthogonal set, gives $h=-3.28$ eV, $\Delta=20.2$ eV, $\delta=1.49$ eV and a boron population of 0.13, while the lowest empty orbital falls from 7.53 to 4.07 eV. The matrix elements also depend on which orbitals are orthogonalized: a different minimal set within the same STO-3G space gives $h=-3.03$ eV and $\delta=1.24$ eV. STO-3G has one more gap. It has no boron d orbitals, which by symmetry can couple to the two combinations that $p$ leaves alone. Also, these orbital energies are not measured ionization or electron-attachment energies, and $2\delta$ is a change in a sum of orbital energies, not a total stabilization energy. The remaining digits are in the numerical output.

## Calculated quantities

```
Trimethylborane, RHF/STO-3G, fixed round geometry
B-C length: 1.58 angstrom
C-H length: 1.09 angstrom
B-C-H angle: 109.47 degrees
raw B 2pz - C 2pz overlap: 0.1838 (no unit)
boron p energy eps_p: 7.2490 eV
methyl donor energy eps_d: -13.5183 eV
donor-donor coupling t: 0.1661 eV
coupling of boron p to methyl 1: -3.1863 eV
coupling of boron p to methyl 2: -3.1863 eV
coupling of boron p to methyl 3: -3.1863 eV
symmetric coupling magnitude: 5.5189 eV
ratio to single coupling: 1.73205
largest other coupling: 6.2e-13 eV
symmetric donor level: -13.1861 eV
uncoupled donor pair: -13.6845 eV
gap to symmetric donor: 20.4351 eV
model p-level rise, 1 donor(s): 0.4779 eV
model p-level rise, 2 donor(s): 0.9425 eV
model p-level rise, 3 donor(s): 1.3952 eV
rise ratio, three donors to one: 2.9196
second-order rise, three donors: 1.4905 eV
model lower symmetric level: -14.5813 eV
model upper level: 8.6442 eV
boron p population, model: 0.1201 electrons
With C-H antibonding pi orbitals restored
drop of filled symmetric level: 1.4082 eV
boron p population: 0.1233 electrons
lowest empty orbital: 7.5265 eV
Methylborane, same method and bond lengths
B-H length: 1.19 angstrom
single-methyl coupling: -3.2141 eV
trimethyl symmetric / methylborane: 1.7171
One methyl turned, other atoms fixed
30 deg: turned-methyl coupling 3.1840 eV
30 deg: total coupling 5.5165 eV
30 deg: energy change 10.48 meV
60 deg: turned-methyl coupling 3.1818 eV
60 deg: total coupling 5.5142 eV
60 deg: energy change 21.20 meV
90 deg: turned-methyl coupling 3.1840 eV
90 deg: total coupling 5.5165 eV
90 deg: energy change 10.48 meV
kT at 1000 K: 86.17 meV
PBE0/STO-3G, same trimethylborane geometry
mean single coupling: -2.2200 eV
gap to symmetric donor: 11.7892 eV
model p-level rise: 1.1433 eV
```
